# Herzberg–Teller intensity: how nuclear motion lights up a dark state, part 2

A TDDFT calculation at the equilibrium geometry lists a low excited state with oscillator strength zero, dark by spatial symmetry. Should it be left out of the absorption spectrum, or are calculations at displaced geometries worth their cost?

Hartree atomic units are used. $Q$ is a mass-weighted normal coordinate (unit bohr $\sqrt{m_e}$), zero at the ground-state equilibrium, with momentum $P$, frequency $\omega$, quantum number $v$ and zero-point spread $q_{\rm rms}=1/\sqrt{2\omega}$. Electronic states $|k;Q\rangle$ are real eigenstates of $H_{\rm el}(Q)$ with energies $E_k$; state 0, or $g$, is the ground state. $\mu$ is one Cartesian component of the dipole operator, $\mu_{mn}=\langle m|\mu|n\rangle$, and $V_{mk}=\langle m|\partial H_{\rm el}/\partial Q|k\rangle$ at $Q=0$.

The slope $\mu'$ of the transition dipole $\mu_{0k}(Q)$ at $Q=0$ is

$$
\boxed{\mu'=\sum_{m\neq k}\frac{\mu_{0m}V_{mk}}{E_k-E_m}
+\sum_{m\neq0}\frac{V_{0m}\mu_{mk}}{E_0-E_m}}
$$

This formula was tested on a random five-state Hamiltonian. If only a dark state $d$ and a bright state $b$ mix, with $\Delta=E_b-E_d$, then $\mu'=\mu_{gb}V_{bd}/(E_d-E_b)$, and at fixed $Q$ the squared dipole gained by $d$ equals that lost by $b$.

In the Born–Oppenheimer (BO) approximation, a linear dipole and equal harmonic surfaces give one cold line, $0\to1$, at $E_d+\omega$, with the Herzberg–Teller dipole strength (squared amplitude)

$$
\boxed{D=\frac{(\mu')^2}{2\omega}}
$$

and oscillator strength

$$
f=\frac23\,(E_d+\omega)\,\frac{(\mu')^2}{2\omega}.
$$

The first half also found the squared frequency of the dark surface,

$$
\omega_d^2=\omega^2-\frac{2V_{bd}^2}{\Delta},
$$

and, with $y=e^{-\omega/k_BT}$, the ratio $y$ of hot ($v\to v-1$) to cold ($v\to v+1$) strength and the total

$$
D(T)=\frac{(\mu')^2}{2\omega}\coth\frac{\omega}{2k_BT}.
$$

At 600 K, $y=0.122$ and $D(T)/D(0)=1.28$.

The example has $E_d=0.18$, $E_b=0.25$ and $\omega=0.004$ hartree, $\mu_{gb}=1.5\ e\,$bohr and $V_{bd}=2.0\times10^{-4}$ hartree/(bohr $\sqrt{m_e}$).

### What the coupling is, and what TDDFT supplies

In $H_{\rm el}$ the nuclear coordinates occur in the attraction potential $v(\mathbf r;Q)$ felt by each electron and in the nuclear repulsion. The repulsion is a number and has no matrix element between orthogonal states. For $m\neq k$,

$$
V_{mk}=\int\rho_{mk}(\mathbf r)\,\frac{\partial v(\mathbf r;Q)}{\partial Q}\,d^3r,
$$

where $\rho_{mk}(\mathbf r)=\langle m|\sum_i\delta(\mathbf r-\mathbf r_i)|k\rangle$ is the transition density. Two states are coupled by a mode if their transition density has the spatial pattern to respond to the change of nuclear attraction. This expression is for eigenstates of the full electronic Hamiltonian. A finite basis attached to the atoms moves with them and brings further terms.

Linear-response TDDFT obtains excitation energies and ground-to-excited transition densities from the response of the ground-state density. It thus supplies $\mu_{0k}(Q)$ at each geometry, within the chosen functional. The sums also need $V_{mk}$ and $\mu_{mk}$ between two excited states, which are not contained in those transition densities. Differentiating $\mu_{0k}(Q)$ avoids the sums, and both kinds of mixing are then included together. The sums serve to explain the result.

The overall sign of a computed eigenstate is arbitrary, and this can spoil a central difference. Suppose that $\mu_{0k}(Q)$ is odd and that one of the states changes sign between the calculations at $q$ and $-q$. The value found at $-q$ is then $-\mu_{0k}(-q)=\mu_{0k}(q)$, and the difference of the two values is zero. The phases must be matched, for instance through overlaps with the states at $Q=0$. Where symmetry makes the dipole odd, the magnitude at one displacement is enough.

### Three states and one mode

Now take the smallest model in which both sums contribute. States $g$ and $d$ are even under inversion and $b$ is odd. The mode is odd. The dipole operator is odd too, so $\mu_{gb}$ and $\mu_{bd}$ are allowed, while $\mu_{gd}$ and all permanent dipoles vanish at $Q=0$. In the basis $(g,d,b)$ the model Hamiltonian is

$$
H=\frac{P^2+\omega^2Q^2}{2}+
\begin{pmatrix}0&0&V_{gb}Q\\0&E_d&V_{bd}Q\\V_{gb}Q&V_{bd}Q&E_b\end{pmatrix}.
$$

With $k=d$, each sum has one nonzero term, $m=b$:

$$
\mu'=\frac{\mu_{gb}V_{bd}}{E_d-E_b}+\frac{V_{gb}\mu_{bd}}{E_g-E_b},\qquad E_g=0 .
$$

For $V_{gb}=0$ this returns the two-state result. In this model $\omega$ denotes the frequency before the electronic states mix; the mixing of $g$ with $b$ makes the actual ground-state frequency slightly lower, as calculated below. In addition to the earlier parameters take $\mu_{bd}=1.0\ e\,$bohr and $V_{gb}=1.5\times10^{-4}$ hartree/(bohr $\sqrt{m_e}$). In units of $10^{-3}\,e/\sqrt{m_e}$ the terms are

$$
-\frac{1.5\times0.20}{0.07}-\frac{0.15\times1.0}{0.25}=-4.286-0.600=-4.886 .
$$

The dipole strength and oscillator strength are

$$
D=\frac{(4.886\times10^{-3})^2}{0.008}=2.984\times10^{-3}\ (e\,\text{bohr})^2,
$$

$$
f=\tfrac23\times0.184\times2.984\times10^{-3}=3.66\times10^{-4}.
$$

The line lies at 0.184 hartree, or 5.01 eV. The bright state has $f=0.375$ at $Q=0$, so the dark band has about one thousandth of its strength.

The ground-state term is one seventh of the excited-state term in amplitude, but the two are added before squaring. Leaving it out would give $(4.286/4.886)^2=0.77$ of the Herzberg–Teller intensity, a deficit of 23 percent.

### The relative sign is physical

The sign of each term depends on arbitrary phases, but their relative sign does not. Reversing $|g\rangle$ changes $\mu_{gb}$ and $V_{gb}$, and so reverses both terms. Reversing $|d\rangle$ changes $V_{bd}$ and $\mu_{bd}$, again reversing both. Reversing $|b\rangle$ changes all four quantities and neither term. Reversing the direction of $Q$ changes both couplings and both terms.

Changing the sign of $V_{gb}$ alone therefore describes a different molecule. The slope is then $-4.286+0.600=-3.686$ in the same units, and $f$ falls from $3.66\times10^{-4}$ to $2.08\times10^{-4}$. An intensity estimate that uses squared contributions from the two sums would miss this interference.

### Does the bright state still pay the whole bill?

For a fixed $Q$, completeness of the three electronic states gives

$$
\sum_{k\neq g}\mu_{gk}(Q)^2=\langle g;Q|\mu^2|g;Q\rangle-\mu_{gg}(Q)^2 .
$$

If $V_{gb}=0$, the ground state does not change and neither does the right-hand side, so gain and loss balance. Ground-state mixing alters both terms on the right. To second order in the couplings, with

$$
c=\frac{V_{gb}Q}{E_b},\qquad s=\frac{V_{bd}V_{gb}Q^2}{E_dE_b},
$$

perturbation theory gives

$$
|g;Q\rangle=\left(1-\tfrac12c^2\right)|g\rangle-c\,|b\rangle+s\,|d\rangle .
$$

Here $s$ is positive for positive couplings, because it contains the two negative denominators $E_g-E_b$ and $E_g-E_d$. The needed elements of $\mu^2$ are $(\mu^2)_{gg}=\mu_{gb}^2$, $(\mu^2)_{bb}=\mu_{gb}^2+\mu_{bd}^2$ and $(\mu^2)_{gd}=\mu_{gb}\mu_{bd}$. The ground state also acquires a permanent dipole $\mu_{gg}(Q)=-2c\mu_{gb}$. The total strength changes by

$$
c^2\mu_{bd}^2+2s\,\mu_{gb}\mu_{bd}-4c^2\mu_{gb}^2 .
$$

At $q_{\rm rms}$ we have $c^2=4.5\times10^{-5}$ and $s=8.33\times10^{-5}$, in numbers without unit. The three terms are $0.45$, $2.50$ and $-4.05$ in units of $10^{-4}\,(e\,\text{bohr})^2$, with sum $-1.10$. Numerical diagonalization gives a gain of $2.974\times10^{-3}$ for $d$ and a loss of $3.084\times10^{-3}$ for $b$, which differ by the same $1.10\times10^{-4}$. With ground-state mixing, "borrowing" remains a good name for the mechanism but is no longer an equal exchange between the two excited states.

### Removing the Born–Oppenheimer approximation

The BO result treats the nuclei as if the electronic mixing were set up at each fixed $Q$. In the model this can be checked, because the full Hamiltonian acts on the product states $|n,v\rangle$, with unperturbed energies $E_n+\omega(v+\frac12)$. The perturbation is $QV$, with $V$ now the matrix of couplings.

Consider the transition from the ground level $|g,0\rangle$ to $|d,1\rangle$. To first order the final state acquires components $|b,0\rangle$ and $|b,2\rangle$. The dipole operator leaves $v$ unchanged in this basis, so $|b,0\rangle$ alone can be reached from $|g,0\rangle$. Its coefficient is

$$
\frac{V_{bd}\langle0|Q|1\rangle}{(E_d+\omega)-E_b}.
$$

The initial state acquires a component $|b,1\rangle$, connected to $|d,1\rangle$ by $\mu_{bd}$, with coefficient

$$
\frac{V_{gb}\langle1|Q|0\rangle}{E_g-(E_b+\omega)}.
$$

Adding the two routes gives

$$
M_{01}=\frac1{\sqrt{2\omega}}\left[\frac{\mu_{gb}V_{bd}}{E_d+\omega-E_b}
+\frac{V_{gb}\mu_{bd}}{E_g-E_b-\omega}\right].
$$

The electronic gaps have become vibronic gaps. State $|d,1\rangle$ lies above the origin of $d$ by $\omega$, hence closer to $|b,0\rangle$, and the first term grows. The second term shrinks. For $\omega$ small against both gaps, the relative changes of the terms are $+\omega/\Delta$ and $-\omega/E_b$ to first order, and this first-order expression goes over into the BO formula as $\omega\to0$. The limit must be taken with couplings small enough to keep $2V_{bd}^2/(\Delta\omega^2)$ small. At fixed couplings that ratio grows as $1/\omega^2$: for the example it reaches 1.14 at $\omega/4$, where the $0\to1$ line of the full model carries only 0.38 of the Herzberg–Teller strength and the sum over all dark levels 1.08 of it.

For the example, again in units of $10^{-3}\,e/\sqrt{m_e}$, the bracket is

$$
-\frac{0.300}{0.066}-\frac{0.150}{0.254}=-4.545-0.591=-5.136,
$$

which is 5.1 percent larger in magnitude than $4.886$. This vibronic amplitude was tested against full diagonalization with both couplings multiplied by 0.02, and agreed within 0.1 percent. Under the same conditions the excess over the Herzberg–Teller amplitude was 5.12 percent at $\omega$ and 1.22 percent at $\omega/4$. The ratio is 4.2, close to the factor 4 expected from an error linear in $\omega$.

The thermal formulas of the first half are BO results and change in the same way. For a hot line $v\to v-1$ the denominators are $E_d-\omega-E_b$ and $E_g-E_b+\omega$, and the bracket is $-4.054-0.610=-4.664$. The ratio of hot to cold strength becomes $(4.664/5.136)^2\,y=0.825\,y$. At 600 K this is 0.100 instead of 0.122, and $D(T)/D(0)$ is 1.25 instead of 1.28.

### The example at full coupling

Three values of the dipole strength of the $0\to1$ line can now be compared, in $10^{-3}\,(e\,\text{bohr})^2$:

- Herzberg–Teller formula: 2.984.
- BO calculation with the full $\mu_{gd}(Q)$ and the adiabatic surfaces, without the diagonal BO correction: 2.970.
- Diagonalization of the full vibronic Hamiltonian: 3.280.

The BO value lies 0.45 percent below the formula. This is the net effect of two changes that partly cancel: the changed surfaces with a linear dipole give $+0.5$ percent, and the nonlinear dipole on equal surfaces gives $-1.0$ percent. Adding the diagonal correction leaves the value 2.970 unchanged. The full vibronic value lies 10.4 percent above the BO value and 9.9 percent above the formula. In this model the main error of the Herzberg–Teller intensity thus comes from the BO approximation, not from the linear dipole and the equal surfaces taken together. First-order vibronic perturbation theory gives 3.297, within about half a percent of the full result.

With $V_{gb}$ reversed, the full calculation gives $f=2.38\times10^{-4}$, against $4.02\times10^{-4}$ for the original sign. The destructive interference therefore survives beyond the BO approximation.

The line energy also shifts, from 0.1840 to 0.1838 hartree. The changed surfaces explain this. The dark surface has $\omega_d=3.85\times10^{-3}$ hartree by the formula of the first half. Mixing of $g$ with $b$ similarly gives $\omega_g^2=\omega^2-2V_{gb}^2/E_b$, or $\omega_g=3.98\times10^{-3}$ hartree. The harmonic estimate is $E_d+\frac32\omega_d-\frac12\omega_g=0.1838$ hartree. In a molecular calculation the computed ground-state frequency already contains such softening and should not be corrected again.

The missing $0\to0$ line stays missing in the full model. Let $\Pi$ multiply $|n,v\rangle$ by the inversion parity of $n$ times $(-1)^v$. The Hamiltonian commutes with $\Pi$, because $Q$ and the couplings both change parity. The dipole operator changes the sign of $\Pi$. The levels that grow out of $|g,0\rangle$ and $|d,0\rangle$ are both even, so the amplitude between them vanishes. The full diagonalization passed this test to numerical precision.

### When to trust the estimate

Three small parameters control the single-line formula when the mixing of $d$ with $b$ dominates. Their counterparts for the mixing of $g$ with $b$, with $V_{gb}$ and $E_b$ in place of $V_{bd}$ and $\Delta$, are smaller in the example. The mixing $V_{bd}q_{\rm rms}/\Delta=0.03$ controls the linear dipole. The ratio $2V_{bd}^2/(\Delta\omega^2)=0.07$ controls the shape of the dark surface. The ratio $\omega/\Delta=0.06$ controls the BO approximation, and it enters the intensity twice, since the amplitude is squared.

All three grow as the bright state approaches the dark one. When $\Delta$ comes close to $\omega$, the denominator $E_d+\omega-E_b$ approaches zero and first-order perturbation theory fails as well. The levels $|d,1\rangle$ and $|b,0\rangle$ then share the bright intensity as strongly mixed states, and the coupled vibronic Hamiltonian must be diagonalized.

For the decision at the start, one displaced calculation for each symmetry-allowed mode gives the magnitude of $\mu'$ if symmetry makes the dipole odd in $Q$; otherwise a central difference with matched phases is needed. The value of $(\mu')^2/(2\omega)$ then shows whether the state matters on the intensity scale of the spectrum. It is the strength summed over the band. The model gives all electronic states the same curvature and minimum before mixing, which a real molecule need not do, so small values of the three parameters do not guarantee a single line at $E_d+\omega$. The $n\to\pi^*$ state of formaldehyde is an example. In a small-basis CIS/6-31G calculation, meant as illustration only, the slope estimates from $q_{\rm rms}$ and $0.2\,q_{\rm rms}$ give $D$ equal within 1 percent, and the first bright state lies about 30 quanta of the out-of-plane mode higher. Yet the excited-state curvature along that mode is only a few percent of the ground-state one. Shifts of the excited minimum along totally symmetric modes spread the strength further over progressions. The same calculation gives the gap to the lending bright state, and with it the size of the BO error, about $2\omega/\Delta$ in the intensity for small $\omega/\Delta$. With the couplings of the example, the full $0\to1$ strength exceeds the formula by 5 percent at $\Delta/\omega=30$, 10 percent at 17.5, 18 percent at 10 and 35 percent at 5. Within a few vibrational quanta a vibronic treatment is needed. The numerical output below gives the values to more digits.

## Values computed for the example and the checks

```
INPUT (Q in bohr sqrt(m_e))
E_d, E_b = 0.180, 0.250 hartree
omega = 0.0040 hartree = 877.9 cm^-1
mu_gb, mu_bd = 1.50, 1.00 e bohr
V_bd, V_gb = 2.00e-04, 1.50e-04 hartree/(bohr sqrt(m_e))
HERZBERG-TELLER FORMULA
rms Q in v=0 = 11.1803 bohr sqrt(m_e)
slope, excited-state mixing = -4.28571e-03 e/sqrt(m_e)
slope, ground-state mixing = -6.00000e-04 e/sqrt(m_e)
slope, total = -4.88571e-03 e/sqrt(m_e)
slope, finite difference = -4.88571e-03 e/sqrt(m_e)
dipole strength D = 2.98378e-03 (e bohr)^2
line energy = 0.18400 hartree = 5.0069 eV
oscillator strength f = 3.6601e-04 (no unit)
f of bright state at Q=0 = 0.3750 (no unit)
ratio f_dark/f_bright = 9.760e-04 (no unit)
COMPARISON AT FULL COUPLING, LINE 0->1
D, BO with full mu(Q) = 2.97032e-03 (e bohr)^2
D, full vibronic = 3.28004e-03 (e bohr)^2
D_BO/D_HT - 1 = -0.45 percent
D_vibronic/D_BO - 1 = 10.43 percent
D_vibronic/D_HT - 1 = 9.93 percent
first-order vibronic D = 3.29732e-03 (e bohr)^2
f, BO = 3.6395e-04; f, full vibronic = 4.0191e-04 (no unit)
line energy, full vibronic = 0.18380 hartree = 5.0014 eV
WEAK COUPLING (V times 0.02): AMPLITUDE ERROR OF HT FORMULA
vibronic/HT - 1 at omega = 5.12 percent
vibronic/HT - 1 at omega/4 = 1.22 percent
REVERSED SIGN OF V_gb
slope = -3.68571e-03 e/sqrt(m_e)
f, HT = 2.0830e-04; f, full vibronic = 2.3758e-04 (no unit)
STRENGTH BALANCE AT rms Q, (e bohr)^2
V_gb = 0: gain of d = 2.28891e-03, loss of b = 2.28891e-03
V_gb on: gain of d = 2.97413e-03, loss of b = 3.08421e-03
TEMPERATURE
T = 600 K, k_B T = 1.90009e-03 hartree
D(T)/D(0) = 1.2775 (no unit)
hot/cold dipole strength, numerical = 0.1218 (no unit)
five-state slope formula, largest error = 6.0e-09 a.u.
```
